# Why a p-channel pull-up reaches the supply and a diode-connected n-channel load does not

To calculate how strongly one logic gate drives the next, one must decide which voltage to enter for a logical high. With a 5 V supply and 1 V thresholds, entering 5 V gives the next n-channel transistor a gate voltage 4 V above threshold; entering 4 V leaves 3 V. In the square-law model its saturated current then falls to $(3/4)^2\approx0.56$ of the first value. The right entry depends on the device that pulled the output up.

## The circuit and the channel law

An inverter output at voltage $V$ carries a capacitance $C$ to ground. An n-channel driver connects it to ground, and a load connects it to the supply $V_{DD}$. At $t=0$ the input goes low and the driver switches off. The load then delivers a current $I$, taken positive into the output:

$$C\frac{dV}{dt}=I(V).$$

There are two candidate loads:

- An enhancement n-channel transistor, threshold $V_{Tn}>0$, with gate and drain both at $V_{DD}$. This is the diode connection.
- A p-channel transistor with its source at $V_{DD}$ and its gate at the inverter input, now at 0. Its threshold magnitude is $|V_{Tp}|$.

In an n-channel device the source is the channel end at lower potential. While the output rises, that is the output itself. In a p-channel device the source is the end at higher potential, which is the supply.

Let $u$ be the potential at a point in the channel and $V_G$ the gate potential. In the square-law model the mobile charge per area is the insulator capacitance per area, $C_{ox}$, times the voltage in excess of threshold at that point:

$$q_n=C_{ox}\max(V_G-V_{Tn}-u,\,0),\qquad q_p=C_{ox}\max(u-V_G-|V_{Tp}|,\,0).$$

For channel width $W$, length $L$ and mobility $\mu$, the current through a cross-section is $I=W\mu\,q\,|du/dx|$. It is the same at every $x$, so integrating along the channel gives $IL=W\mu\int q\,du$. With the gain $k=\mu C_{ox}W/L$,

$$I=k\int_V^{V_{DD}}\max(\text{excess},0)\,du .$$

Where the excess is zero, the model lets a short, strongly depleted region take up the remaining voltage, and neglects its length. Thresholds are constants here. This suits a thin-film transistor with neither a body terminal nor a back gate, where no fixed potential behind the channel shifts them as the source rises.

## First contribution: where the source sits

**The n-channel load.** With $V_G=V_{DD}$ the excess is $V_{DD}-V_{Tn}-u$, which is positive for $u<V_{DD}-V_{Tn}$. That value becomes the upper limit of the integral:

$$I=k\int_V^{V_{DD}-V_{Tn}}(V_{DD}-V_{Tn}-u)\,du=\frac{k}{2}(V_{DD}-V_{Tn}-V)^2 ,\qquad V<V_{DD}-V_{Tn}.$$

For $V\ge V_{DD}-V_{Tn}$ no point of the channel has positive excess, and $I=0$. A voltage $V_{Tn}$ still lies across the transistor at that level, but there are no carriers for it to drive. The gate-source voltage is $V_{DD}-V$, so each volt gained by the output is a volt lost by the gate drive.

**The p-channel load.** With $V_G=0$ the excess is $u-|V_{Tp}|$. At the source end, $u=V_{DD}$, it equals

$$A=V_{DD}-|V_{Tp}|,$$

whatever the output does. Assume $A>0$ and write $s=V_{DD}-V$ for the shortfall below the supply. If $V\le|V_{Tp}|$, which means $s\ge A$, the integral starts at $u=|V_{Tp}|$ and gives $I=kA^2/2$. If $V>|V_{Tp}|$, it starts at $V$:

$$I=\frac{k}{2}\left[A^2-(V-|V_{Tp}|)^2\right].$$

Since $V-|V_{Tp}|=A-s$, the bracket is $A^2-(A-s)^2=2As-s^2$, and

$$I=k\left(As-\frac{s^2}{2}\right),\qquad 0\le s\le A .$$

This equals $ks(A-s/2)$, and the second factor is at least $A/2$. The current therefore vanishes at $s=0$ and nowhere else in the range. It stops for lack of voltage along the channel, not for lack of carriers.

**Numbers.** Take $V_{DD}=5$ V, both threshold magnitudes 1 V, and $k=1.771\ \mu\mathrm{A/V^2}$ for both loads. Each starts from $V=0$ with $\tfrac12(1.771)(4)^2=14.17\ \mu$A. At $V=4$ V the n-channel current is zero. The p-channel device has $s=1$ V and delivers $1.771\,(4\times1-0.5)=6.20\ \mu$A. Summing the channel charge numerically places the stopping levels at 4.000 V and 5.000 V.

## Second contribution: the carrier type, with the connection changed

The two loads differ in carrier sign and in gate connection. Changing one at a time separates the two.

Connect the p-channel gate to the output, so that $V_G=V$. The excess at the source end is now $V_{DD}-V-|V_{Tp}|$, which shrinks as the output rises. Conduction ends at $V_{DD}-|V_{Tp}|$, and the numerical level is 4.000 V. Hole conduction by itself does not secure the full supply.

Now keep the n-channel device but give its gate a separate fixed potential $V_G$. Current flows if the drain is above the source, $V<V_{DD}$, and if the source end has carriers, $V<V_G-V_{Tn}$. The final level is

$$V_\infty=\min(V_{DD},\,V_G-V_{Tn}),$$

provided the charging starts below it. A gate at 5.5 V gives 4.500 V, and a gate at 7.0 V gives 5.000 V. An n-channel load can thus charge the output fully if its gate is held at least one threshold above the supply.

Carrier type matters through the voltages at hand. If gate potentials must lie between 0 and $V_{DD}$, the largest possible $V_G-V_{Tn}$ is $V_{DD}-V_{Tn}$, so a fixed gate potential cannot take an enhancement n-channel load to the supply. A p-channel load needs a low gate potential, and ground provides it. The same low input also turns the n-channel driver off.

## Third contribution: the size of the threshold

Raise both threshold magnitudes from 1.0 to 1.5 V with everything else held fixed. The diode-connected n-channel level falls to 3.500 V, while the p-channel level remains 5.000 V. A threshold drift enters the first level one for one. In the second case it changes $A$, and hence the speed.

This tolerance has a limit. If $|V_{Tp}|>V_{DD}$, the excess is negative throughout the channel even with the gate at ground. With $|V_{Tp}|=6.0$ V, the output starting at 0 stays there.

## Fourth contribution: time

The stopping levels are limits, so the approach to them decides what a circuit sees.

**The n-channel load.** Let $y=V_{DD}-V_{Tn}-V$ be the distance below its limit, with initial value $y_0>0$. Since $dy/dt=-dV/dt$,

$$C\frac{dy}{dt}=-\frac{k}{2}y^2 .$$

Dividing by $-Cy^2$ turns the left side into $d(1/y)/dt$, so that

$$\frac{d}{dt}\frac1y=\frac{k}{2C},\qquad \frac1y=\frac1{y_0}+\frac{kt}{2C},\qquad y=\frac{y_0}{1+ky_0t/2C}.$$

For $t\gg 2C/(ky_0)$ this becomes $y\approx2C/(kt)$, in which the starting level has dropped out. That is useful because the low level of an inverter with this load is above zero: the load conducts while the driver pulls down. The common start at 0 V used below is a choice made for comparison.

**The p-channel load.** From $V=0$, with $|V_{Tp}|>0$, the current is first constant at $kA^2/2$. The output rises linearly and reaches $|V_{Tp}|$ at

$$t_1=\frac{C|V_{Tp}|}{kA^2/2}=\frac{2C|V_{Tp}|}{kA^2}.$$

At that moment $s=A$. Afterwards $C\,ds/dt=-k(As-s^2/2)$. With $\tau=C/(kA)$, separating the variables gives

$$\frac{ds}{s(1-s/2A)}=-\frac{dt}{\tau}.$$

The factor multiplying $ds$ splits as

$$\frac{1}{s(1-s/2A)}=\frac{2A}{s(2A-s)}=\frac1s+\frac1{2A-s}.$$

Its integral is $\ln[s/(2A-s)]$, which is zero at $s=A$. Hence

$$\frac{s}{2A-s}=e^{-(t-t_1)/\tau},\qquad s=\frac{2A}{1+e^{(t-t_1)/\tau}} .$$

The tail is exponential. The shortfall is positive at every finite time, so "fully" means that it tends to zero.

**Numbers.** For $C=20$ pF, $\tau=20/(1.771\times4)=2.82\ \mu$s and $t_1=1.41\ \mu$s. The n-channel time scale $2C/(ky_0)$ is 5.65 µs.

| Time | n-channel output | p-channel output |
|---|---|---|
| 1 µs | 0.602 V | 0.708 V |
| 5 µs | 1.878 V | 3.247 V |
| 20 µs | 3.119 V | 4.989 V |
| 100 µs | 3.786 V | 5.000 V |

To come within 0.1 V of its own limit, the p-channel load needs $1.41+2.82\ln(8/0.1-1)=13.7\ \mu$s. The n-channel load needs $5.65\,(4/0.1-1)\approx220\ \mu$s. Equal gains and equal initial currents do not give equal speed, because one load loses its carriers on the way.

## Fifth contribution: leakage through the driver

A driver that is nominally off may still draw a current $I_L$ from the output. The final level is then the one at which the load supplies $I_L$.

For the p-channel load $s$ is small, so $I\approx kAs$ and $s\approx I_L/(kA)$. An assumed leakage of 10 pA gives 1.41 µV. For the n-channel load, $ky^2/2=I_L$ gives $y=\sqrt{2I_L/k}=3.4$ mV, and the total shortfall is 1.003 V. At this leakage neither correction matters beside the 1 V threshold loss. The square law has, however, left out a larger effect.

## Sixth contribution: conduction below threshold

A real channel does not empty abruptly at threshold. A simple continuous model replaces $\max(x,0)$ by $a\ln(1+e^{x/a})$. Well above threshold this returns $x$; well below, it becomes $ae^{x/a}$. The subthreshold current then changes tenfold for a gate-voltage change $S=a\ln10$, called the swing. For $S=0.20$ V per decade, $a=0.087$ V. Below threshold diffusion carries a share $k_BT/(ea)$ of the current in this model: all of it at the ideal swing $a=k_BT/e$, and about 30 % for $a=0.087$ V at 300 K, the rest being drift. The current law keeps its form if $u$ is read as the electrochemical potential of the carriers divided by their charge, because its gradient drives drift and diffusion together.

Once the n-channel output is several $a$ above $V_{DD}-V_{Tn}$, $y$ is negative and the exponential form holds along the whole channel:

$$I\approx k\int_V^{V_{DD}}a\,e^{(V_{DD}-V_{Tn}-u)/a}\,du=ka^2\left(e^{y/a}-e^{-V_{Tn}/a}\right).$$

The second term may be dropped while $V_{DD}-V\gg a$. From $C\,dy/dt=-ka^2e^{y/a}$ it follows that

$$\frac{d}{dt}e^{-y/a}=-\frac1a e^{-y/a}\frac{dy}{dt}=\frac{ka}{C},\qquad -y=a\ln\left(b+\frac{kat}{C}\right),$$

where the constant $b$ is set by the earlier motion. At late times, while the output is still several $a$ below the supply, each tenfold increase in time raises it by about $a\ln10=S$. Closer to the supply the dropped term matters and the creep dies out. Without leakage, the numerical solution of the continuous model gives 3.825 V at 0.1 ms, 4.159 V at 1 ms, 4.375 V at 10 ms and 4.577 V at 100 ms. The last decade adds 0.202 V, in agreement with $S$.

The output therefore passes the square-law limit, slowly. Leakage ends the creep where $ka^2e^{y/a}=I_L$, which gives

$$-y=a\ln\frac{ka^2}{I_L}.$$

With $ka^2\approx13$ nA and $I_L=10$ pA this is 0.625 V. The full calculation, which keeps the second term, gives a final shortfall of 0.376 V instead of 1.003 V. This figure rests on the assumed swing and on the form chosen to join the two regimes: a form with the same swing and the same square law but twice the subthreshold prefactor gives 0.32 V, and a swing of 0.10 V per decade gives 0.75 V. If the swing is scaled in proportion to temperature from 300 to 333 K, with threshold and leakage held fixed, the shortfall becomes 0.291 V. A real device would also change its leakage and threshold on warming, so this figure shows the sensitivity to the swing alone.

## The numbers beside real oxide transistors

The parameters are rough, assumed values for oxide thin-film transistors: a 40 nm insulator, electron mobility 10 cm²/Vs and hole mobility 1 cm²/Vs. The p-channel device was made ten times wider, 100 µm against 10 µm, to equalize the gains. At equal width it would have one tenth of the gain and charge ten times more slowly, towards the same limit. Among the simplifications examined here, the sharp cutoff at threshold has the largest effect on the high level of the n-channel load: relaxing it moves the long-time n-channel shortfall from about 1.0 to 0.4 V in this example.

A weakness of p-type oxide devices is an off-state that can be poor, and it acts on the other logic level. Suppose the on/off current ratio is 1000, so that 14.2 nA flows when the p-channel load should be off. The conducting driver, with the same gain and the same 4 V of excess gate voltage, carries $I\approx k(V_{DD}-V_{Tn})V$ at small $V$. The low output rises to $14.2\ \mathrm{nA}/(7.08\ \mu\mathrm{A/V})=2.0$ mV. While the output is low, the idle power is $14.2\ \mathrm{nA}\times5\ \mathrm{V}=71$ nW per inverter, which may matter more than the 2 mV when there are many inverters.

Contact resistance and the transistor's own capacitance change the speed more than the final level. Assumed contacts of 10 kΩ stand in series with a p-channel on-resistance $1/(kA)=141$ kΩ and lengthen the final time constant by about 7 %. The full gate capacitance of the p-channel device, 1.77 pF, is 8.9 % of the load capacitance. With gate potentials between 0 and the supply, the largest insulator field is 1.25 MV/cm. For an ideal barrier of 2.5 eV and a tunnelling mass of 0.3 electron masses, the zero-temperature Fowler–Nordheim formula gives about $10^{-50}$ A. At so low a field that formula is outside its range at room temperature: thermally excited carriers tunnelling through the thin upper part of the barrier dominate, and at 300 K the same ideal barrier passes roughly $10^{-35}$ to $10^{-34}$ A, still negligible beside 10 pA. Conduction through insulator defects is not included in that estimate.

## Which voltage to enter

For these parameters, the p-channel pull-up justifies entering 5.0 V after some 20 µs. For the diode-connected n-channel load the entry depends on the waiting time. At 100 µs the square law gives 3.79 V and the continuous model 3.82 V, so 3.8 V is a sound value. After an idle period of a second or more with 10 pA of leakage and a swing of 0.20 V per decade, the continuous model gives about 4.6 V, provided the driver gate is at 0 V. If the input comes from a like stage, its low level is above zero and the driver's subthreshold current adds to the leakage: the same model then gives about 4.4 V for a driver with four times the gain of the load and about 4.55 V for ten times. A design that needs a guaranteed high level soon after switching should use the early value, computed with the largest expected threshold, load capacitance and driver leakage and the smallest expected gain, supply voltage and subthreshold swing in place of the nominal ones. The individual values are collected in the numerical output below.

## Values computed for the example and the checks

```
supply 5.0 V, threshold magnitudes 1.0 V
insulator 40 nm, relative permittivity 8.0
insulator capacitance 177.1 nF/cm2
mobility n 10, p 1 cm2/Vs
width n 10, p 100 um; length 10 um
gain n 1.771, p 1.771 uA/V2
load capacitance 20 pF
initial current n 14.17, p 14.17 uA
current at output 4.0 V: n 0.00, p 6.20 uA
stopping levels from the slice sum:
  n diode-connected 4.000 V
  p pull-up, gate at 0 5.000 V
  p diode-connected 4.000 V
  n, gate at 5.5 V: 4.500 V
  n, gate at 7.0 V: 5.000 V
  threshold 1.5 V: n diode 3.500, p pull-up 5.000 V
  p pull-up, threshold 6.0 V: 0.000 V
p ramp time 1.41 us, p time constant 2.82 us
n time scale 2C/(k y0) 5.65 us
output at 1 us: n 0.602, p 0.708 V
output at 5 us: n 1.878, p 3.247 V
output at 20 us: n 3.119, p 4.989 V
output at 100 us: n 3.786, p 5.000 V
time to within 0.1 V of own limit: n 220.2, p 13.7 us
driver leakage assumed 10 pA
shortfall with leakage, square law: n 1.0034 V, p 1.41 uV
subthreshold swing 0.20 V/decade at 300 K
n output with subthreshold, no leakage, 0.1 ms: 3.825 V
n output with subthreshold, no leakage, 1.0 ms: 4.159 V
n output with subthreshold, no leakage, 10.0 ms: 4.375 V
n output with subthreshold, no leakage, 100.0 ms: 4.577 V
n creep from 10 to 100 ms 0.202 V
n shortfall, subthreshold and leakage, 300 K: 0.376 V
same at 333 K, swing scaled with T: 0.291 V
driver subthreshold current at zero gate 0.13 pA
p on/off ratio assumed 1000, off current 14.2 nA
low output raised to 2.00 mV by p off current
idle power with output low 71 nW
p on-resistance 141 kohm, contacts 10 kohm
p gate capacitance 1.77 pF, 8.9 % of load
largest insulator field 1.25 MV/cm
tunnel barrier 2.5 eV, mass 0.3 m_e, exponent 118
log10 of p gate tunnel current in A: -50
```
